\section*{Fitting length scale and noise of a Gaussian-process potential by marginal likelihood}

\section*{Setting}

The energy of a dimer has been computed at $n$ distinct separations $r_1,\dots,r_n$, with some scatter. We want a smooth potential $f(r)$ through the data, and we want the data themselves to fix how smooth it is and how large the scatter is. The model is
\begin{equation}
y_i=f(r_i)+e_i ,
\end{equation}
where the errors $e_i$ are independent Gaussian variables of mean zero and variance $\sigma^2>0$. Before any data are seen, $f$ is a Gaussian process of mean zero, independent of the errors, with covariance
\begin{equation}
k(r,r')=s^2\exp\!\left[-\frac{(r-r')^2}{2\ell^2}\right].
\end{equation}
The zero of energy is that of the separated atoms. The amplitude $s$ is held fixed; the length scale $\ell$ and the noise $\sigma$ are to be found. Define the matrices $F_{ij}=k(r_i,r_j)$ and $K=F+\sigma^2I$, and the vector $a=K^{-1}y$. Hartree atomic units are used.

The matrix $F$ is positive definite. The Gaussian is the Fourier transform of a Gaussian, so for a real vector $c$
\begin{equation}
c^TFc=\frac{s^2\ell}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-\ell^2q^2/2}\Big|\sum_jc_je^{iqr_j}\Big|^2dq .
\end{equation}
Exponentials with distinct $r_j$ are linearly independent, so this is positive unless $c=0$. Hence $F^{-1}$ and $K^{-1}$ exist.

\section*{(a) The probability of the data}

\emph{Integrate out the unknown energies $f=(f(r_1),\dots,f(r_n))$ to find $L=\ln p(y)$. What does each term measure?}

\medskip\noindent\textbf{Solution.} The joint density of $y$ and $f$ is
\begin{equation}
p(y|f)\,p(f)=\frac{e^{-Q(f)/2}}{(2\pi\sigma^2)^{n/2}(2\pi)^{n/2}(\det F)^{1/2}},\qquad
Q(f)=\frac{|y-f|^2}{\sigma^2}+f^TF^{-1}f .
\end{equation}
Put $M=F^{-1}+\sigma^{-2}I$ and choose $m$ so that $Mm=\sigma^{-2}y$. Completing the square gives
\begin{align}
Q(f)&=f^TMf-2f^TMm+\sigma^{-2}y^Ty\nonumber\\
&=(f-m)^TM(f-m)+\sigma^{-2}y^Ty-m^TMm .
\end{align}
Since $M=\sigma^{-2}F^{-1}(\sigma^2I+F)=\sigma^{-2}F^{-1}K$, we have $m=K^{-1}Fy$. The matrices $F$ and $K$ commute, because they differ by a multiple of $I$. Therefore
\begin{equation}
m=FK^{-1}y=Fa,\qquad y-m=(K-F)a=\sigma^2a .
\label{eq:res}
\end{equation}
The part of $Q$ that does not depend on $f$ is then
\begin{equation}
\sigma^{-2}y^Ty-m^TMm=\sigma^{-2}y^T(y-m)=y^Ta=y^TK^{-1}y .
\end{equation}
The remaining Gaussian integral over $f$ equals $(2\pi)^{n/2}(\det M)^{-1/2}$, and $\det M=\sigma^{-2n}\det K/\det F$. The factors $\sigma^{2n}$ and $\det F$ cancel, which leaves
\begin{equation}
L=\underbrace{-\tfrac12y^TK^{-1}y}_{L_{\rm fit}}\;\underbrace{-\tfrac12\ln\det K}_{L_{\rm com}}\;-\tfrac n2\ln2\pi .
\label{eq:L}
\end{equation}

\emph{Data fit.} Because $M$ is positive definite, $Q$ has its minimum at $f=m$, and
\begin{equation}
y^TK^{-1}y=\min_fQ(f)=\frac{|y-m|^2}{\sigma^2}+m^TF^{-1}m .
\label{eq:split}
\end{equation}
The fit term therefore contains the residual and also the cost of the fitted energies under the prior. The vector $m$ is the posterior mean, since $p(f|y)\propto e^{-Q(f)/2}$.

\emph{Complexity.} The data vectors with $y^TK^{-1}y\le$ constant fill an ellipsoid whose volume is proportional to $(\det K)^{1/2}$. A model that allows a larger volume of data sets must give each a lower density. The penalty is $\tfrac12\ln\det K=-L_{\rm com}$.

Since $p(y)$ is a density, $L$ depends on the unit of energy. If all energies are multiplied by $\lambda$, then $K\to\lambda^2K$: $L_{\rm fit}$ is unchanged and $L_{\rm com}$ shifts by $-n\ln\lambda$. The sign of $L_{\rm com}$ thus has no meaning of its own; its changes with $\ell$ and $\sigma$ do.

For two points at $2.2$ and $3.0$ bohr with $y=(-0.087760,-0.084518)$ hartree, $s=0.1$ hartree, $\ell=1$ bohr and $\sigma=0.03$ hartree, direct quadrature over $f$ gives $\ln p=2.56516$, in agreement with Eq.~\eqref{eq:L}.

\section*{(b) The gradient}

\emph{Differentiate $L$ with respect to a hyperparameter $\theta$, keeping the two contributions apart. Then take $\theta=\ln\ell$ and $\theta=\ln\sigma$.}

\medskip\noindent\textbf{Solution.} Write $K'=\partial K/\partial\theta$. Differentiating $KK^{-1}=I$ gives $K'K^{-1}+K(K^{-1})'=0$, so $(K^{-1})'=-K^{-1}K'K^{-1}$. For the determinant,
\begin{equation}
\det(K+\epsilon K')=\det K\,\det(I+\epsilon K^{-1}K')=\det K\,\left[1+\epsilon\,{\rm tr}(K^{-1}K')+O(\epsilon^2)\right].
\end{equation}
The last step holds because every permutation other than the identity contains at least two off-diagonal elements, each of order $\epsilon$. Hence $(\ln\det K)'={\rm tr}(K^{-1}K')$ and
\begin{equation}
\frac{\partial L}{\partial\theta}=\underbrace{\tfrac12a^TK'a}_{\text{fit}}\;\underbrace{-\tfrac12{\rm tr}(K^{-1}K')}_{\text{complexity}} .
\label{eq:grad}
\end{equation}

The two parts are related. For data drawn from the model itself, $\langle yy^T\rangle=K$, so $\langle aa^T\rangle=K^{-1}KK^{-1}=K^{-1}$ and $\langle a^TK'a\rangle={\rm tr}(K^{-1}K')$. The complexity slope is minus the fit slope expected from such data. The gradient compares the actual data with that expectation.

Logarithms keep $\ell$ and $\sigma$ positive. With $\partial/\partial\ln\ell=\ell\,\partial/\partial\ell$ and $\sigma^2=e^{2\ln\sigma}$,
\begin{equation}
\frac{\partial K_{ij}}{\partial\ln\ell}=F_{ij}\frac{(r_i-r_j)^2}{\ell^2},\qquad
\frac{\partial K}{\partial\ln\sigma}=2\sigma^2I .
\label{eq:dK}
\end{equation}

\section*{(c) Which way does each term push the length scale?}

\emph{Show that the penalty falls as $\ell$ grows, for $n\ge2$. Does the data fit also have a fixed direction?}

\medskip\noindent\textbf{Solution.} Let $X={\rm diag}(r_1,\dots,r_n)$ and $A=[X,K]$, so that $A_{ij}=(r_i-r_j)K_{ij}$. A second commutator supplies a second factor: $[X,A]_{ij}=(r_i-r_j)^2K_{ij}$. The noise part of $K$ is diagonal and drops out, so Eq.~\eqref{eq:dK} reads $\partial K/\partial\ln\ell=[X,A]/\ell^2$. By the cyclic property of the trace,
\begin{equation}
{\rm tr}\big(K^{-1}[X,A]\big)={\rm tr}(K^{-1}XA)-{\rm tr}(XK^{-1}A)={\rm tr}\big([K^{-1},X]A\big),
\end{equation}
and
\begin{equation}
[K^{-1},X]=K^{-1}(XK-KX)K^{-1}=K^{-1}AK^{-1}.
\end{equation}
Set $B=K^{-1/2}AK^{-1/2}$. Since $K$ is symmetric and $A$ antisymmetric, $B^T=-B$, and ${\rm tr}\,B^2=-{\rm tr}\,B^TB=-\sum_{ij}B_{ij}^2$. Therefore
\begin{equation}
\frac{\partial\ln\det K}{\partial\ln\ell}=\frac{{\rm tr}(K^{-1}AK^{-1}A)}{\ell^2}=-\frac1{\ell^2}\sum_{ij}B_{ij}^2<0 .
\end{equation}
The inequality is strict because $A\ne0$ for two or more distinct points. The limits show the range covered. For $\ell\to0$ the energies are uncorrelated and $\ln\det K\to n\ln(s^2+\sigma^2)$. For $\ell\to\infty$ all elements of $F$ tend to $s^2$ and $\ln\det K\to(n-1)\ln\sigma^2+\ln(ns^2+\sigma^2)$: the direction $(1,\dots,1)$ in data space carries the whole prior variance $ns^2$ of the $n$ points, and the others have noise alone.

The data fit has no fixed direction. Take two points with correlation $c=e^{-(r_1-r_2)^2/2\ell^2}$ and data $y=(v,\pm v)$. These are eigenvectors of $K$ with eigenvalues $s^2(1\pm c)+\sigma^2$, so
\begin{equation}
L_{\rm fit}=-\frac{v^2}{s^2(1\pm c)+\sigma^2}.
\end{equation}
As $\ell$ grows, $c$ grows; the fit improves for equal values and worsens for opposite ones. With $v=s=0.1$ and $\sigma=0.03$ hartree, and points $0.8$ bohr apart, going from $\ell=0.5$ to $2$ bohr changes $L_{\rm fit}$ from $-0.731$ to $-0.497$ for equal values, and from $-1.23$ to $-5.99$ for opposite ones.

At a stationary point in $\ell$, however, the slopes must cancel. There the data fit worsens with $\ell$ at the rate at which the penalty falls.

\section*{(d) What fixes the noise?}

\emph{Find the stationarity condition in $\sigma$ and interpret it. What remains unbalanced because $s$ is fixed?}

\medskip\noindent\textbf{Solution.} Insert $K'=2\sigma^2I$ in Eq.~\eqref{eq:grad}. By Eq.~\eqref{eq:res}, the fit slope is
\begin{equation}
\sigma^2a^Ta=\frac{|y-m|^2}{\sigma^2},
\end{equation}
which is positive for $y\neq0$. The fit term alone would drive $\sigma$ upwards without limit. For the complexity slope use $\sigma^2K^{-1}=I-FK^{-1}$:
\begin{equation}
-\sigma^2\,{\rm tr}K^{-1}=-(n-g),\qquad g={\rm tr}(FK^{-1})=\sum_j\frac{\lambda_j}{\lambda_j+\sigma^2},
\end{equation}
where $\lambda_j$ are the eigenvalues of $F$. A pattern in the data with $\lambda_j\gg\sigma^2$ counts as one fitted parameter, and one with $\lambda_j\ll\sigma^2$ hardly counts. So $g$ is the effective number of parameters, and the balance is
\begin{equation}
\sigma^2=\frac{|y-m|^2}{n-g}.
\label{eq:noise}
\end{equation}
This is an implicit equation, since $m$ and $g$ depend on $\sigma$. It sees the residual $y-m$ alone, and so cannot tell scatter in the data from a misfit of the model.

For the amplitude, scale $s$ and $\sigma$ together by $t$. Then $K\to t^2K$ and
\begin{equation}
L(t)=-\frac{y^TK^{-1}y}{2t^2}-\tfrac12\ln\det K-n\ln t-\tfrac n2\ln2\pi .
\end{equation}
The derivative with respect to $\ln t$ at $t=1$ gives
\begin{equation}
\frac{\partial L}{\partial\ln s}+\frac{\partial L}{\partial\ln\sigma}=y^TK^{-1}y-n .
\label{eq:amp}
\end{equation}
Where $\sigma$ is stationary, the right-hand side is the slope left over in $\ln s$.

\section*{(e) A Morse dimer}

\emph{Take $V(r)=D[(1-e^{-b(r-r_0)})^2-1]$ with $D=0.1$ hartree, $b=1$ bohr$^{-1}$ and $r_0=2.5$ bohr. Sample it at $20$ separations from $1.8$ to $5.6$ bohr in steps of $0.2$ bohr, with Gaussian scatter of standard deviation $1.0\times10^{-3}$ hartree. For $s=0.1$ hartree, maximise $L$ over $\ell$ and $\sigma$, and judge the resulting potential.}

\medskip\noindent\textbf{Solution.} The sampled energies are listed in the numerical output after the text. At a trial point $\ell=0.9$ bohr, $\sigma=0.002$ hartree, the gradient is
\begin{align}
\partial L/\partial\ln\ell&=-33.6476+17.5624=-16.0852,\\
\partial L/\partial\ln\sigma&=7.8697-11.6858=-3.8161,
\end{align}
with the fit part first. Both parts agree with high-precision finite differences. Both components are negative, so $L$ rises towards shorter $\ell$ and smaller $\sigma$.

A grid over $0.2\le\ell\le8$ bohr and $2\times10^{-4}\le\sigma\le0.1$ hartree, refined by solving for zero gradient, gives
\begin{equation}
\ell=0.759\ \text{bohr}\;(0.402\ \text{\AA}),\qquad \sigma=1.10\times10^{-3}\ \text{hartree}\;(29.9\ \text{meV}).
\end{equation}
The Hessian $H$ of $L$ in $(\ln\ell,\ln\sigma)$ is negative definite there, so this is a maximum. No claim is made about maxima outside the box. The local curvature, through the covariance $(-H)^{-1}$, gives widths of $0.12$ in $\ln\ell$ and $0.28$ in $\ln\sigma$. These describe only the top of this peak. A finer grid shows a second local maximum near $\ell=0.62$ bohr, $\sigma=0.73\times10^{-3}$ hartree, where $L$ is lower by only $0.07$; a Gaussian with the widths above would put that point more than $1.5$ lower. The data therefore hardly distinguish the two solutions. Weighting the box with $e^L$, uniformly in $\ln\ell$ and $\ln\sigma$, gives standard deviations of $0.13$ and $0.35$, so within this box twenty points fix the noise to within roughly a third. The second figure depends on the lower edge of the box: as $\sigma\to0$ the best $L$ levels off about $6.3$ below the maximum, and an edge at $10^{-6}$ hartree raises the figure to $0.41$. What follows refers to the higher maximum.

\emph{The balance.} In $\ln\ell$ the slopes are $-24.42$ (fit) and $+24.42$ (complexity); in $\ln\sigma$ they are $+10.00$ and $-10.00$. The residual sum of squares is $1.208\times10^{-5}$ hartree$^2$ and $g=10.00$, so Eq.~\eqref{eq:noise} reads
\begin{equation}
\sigma=\sqrt{\frac{1.208\times10^{-5}}{20-10.00}}=1.10\times10^{-3}\ \text{hartree}.
\end{equation}
The plain root-mean-square residual, with $n$ in the denominator, is $0.78\times10^{-3}$ hartree. The scatter actually drawn has a root mean square of $0.82\times10^{-3}$ hartree, below its nominal value. The estimate $\sigma$ is $10\%$ above the nominal value and about a third above the drawn one; both differences are comparable with or smaller than its width.

With $y^TK^{-1}y=23.26$, Eq.~\eqref{eq:split} divides the fit cost $11.63$ into $10.00/2=5.00$ from the residual and $(23.26-10.00)/2=6.63$ from the prior cost of the curve. Equation~\eqref{eq:amp} leaves an amplitude slope of $23.26-20=3.26$. A somewhat larger $s$ would raise $L$, so the optimum is conditional on the chosen $s$.

\emph{The predicted curve.} At a new separation $r$, let $k_i=k(r,r_i)$. The combination $f(r)-k^TK^{-1}y$ has covariance $k^T-k^TK^{-1}K=0$ with $y$. The variables are jointly Gaussian, so it is independent of $y$, and its mean is zero. The posterior mean is therefore
\begin{equation}
m(r)=\sum_ik(r,r_i)\,a_i .
\end{equation}
The table varies $\ell$ at the optimal $\sigma$. The last column is the root-mean-square error of $m(r)$ against the exact Morse curve on $381$ equally spaced points of the sampled interval; an integral over the interval changes the entries by less than $1\%$.
\begin{center}
\begin{tabular}{ccccc}
$\ell$ (bohr) & $L_{\rm fit}$ & $L_{\rm com}$ & $L$ & error ($10^{-3}$ hartree)\\
\hline
0.190 & $-1.5$ & 51.3 & 31.4 & 1.34\\
0.379 & $-2.2$ & 77.2 & 56.6 & 0.87\\
0.759 & $-11.6$ & 100.2 & 70.1 & 0.89\\
1.518 & $-99.2$ & 112.8 & $-4.8$ & 2.02\\
3.036 & $-780.9$ & 119.7 & $-679.6$ & 6.23
\end{tabular}
\end{center}
Halving $\ell$ from its optimum improves the fit term by $9.4$ but lowers the complexity term by $23.0$. Doubling it raises the complexity term by $12.7$ but costs $87.6$ in fit. The error is slightly smaller at half the optimal length than at the optimum. Maximum likelihood is not the same criterion as minimum error against the exact curve; here it lands in the region of low error, not at the lowest of the five values. A finer scan at the same $\sigma$ finds the smallest error, $0.75\times10^{-3}$ hartree, near $\ell=0.6$ bohr.

The predicted well lies at $2.474$ bohr with energy $-0.1013$ hartree, against the exact $2.5$ bohr and $-0.1$ hartree. It is too deep by $1.3\times10^{-3}$ hartree, more than the average error over the interval, so a good overall error does not guarantee the same accuracy at the minimum. These figures depend on which maximum is taken: the second, nearly as likely, puts the well at $2.500$ bohr and $-0.1007$ hartree, with an error of $0.72\times10^{-3}$ hartree over the interval.

Finally, $m(r)\to0$ once $r$ is many lengths $\ell$ from every data point. At large $r$ this is the correct dissociation limit, but it is approached through a spurious barrier: $m(r)$ reaches about $+0.006$ hartree between $6.6$ and $7.0$ bohr, where the Morse curve is negative ($-0.003$ hartree at $6.8$ bohr). At short $r$ the same pull towards zero replaces the repulsive wall by a finite hump: $m(r)$ rises to about $0.27$ hartree near $0.9$ bohr and falls to $0.09$ hartree at $r=0$. The sizes of both features depend on the hyperparameters: at the second maximum the barrier is only $+0.0009$ hartree, near $7.2$ bohr, and the hump is $0.22$ hartree, near $1.1$ bohr. The potential must not be used far outside the sampled interval on either side.

\section*{Computed results}
\begin{verbatim}
Morse: D=0.1 hartree, b=1.0 /bohr, r0=2.5 bohr
amplitude s=0.1 hartree, true noise=0.001 hartree, n=20
data: r (bohr), y (hartree), two points per line
  1.8 +0.002771    2.0 -0.057617
  2.2 -0.088034    2.4 -0.099784
  2.6 -0.099549    2.8 -0.094274
  3.0 -0.084458    3.2 -0.073317
  3.4 -0.065276    3.6 -0.056114
  3.8 -0.046589    4.0 -0.039290
  4.2 -0.033094    4.4 -0.028607
  4.6 -0.023021    4.8 -0.018351
  5.0 -0.017087    5.2 -0.013447
  5.4 -0.012603    5.6 -0.010096
RMS of drawn scatter = 0.000824 hartree
two-point test: r=2.2, 3.0 bohr; ell=1 bohr; sigma=0.03 hartree
  y = -0.087760, -0.084518 hartree
  ln p: quadrature 2.56516427, formula 2.56516427
pair fit term, |v|=0.1 hartree, sigma=0.03 hartree, ell=0.5 -> 2 bohr
  equal values: -0.7310 -> -0.4967
  opposite values: -1.2316 -> -5.9922
slopes at ell=0.9 bohr, sigma=0.002 hartree: analytic | numeric
  fit, ln ell: -33.647590 | -33.647590
  fit, ln sigma: 7.869685 | 7.869685
  penalty, ln ell: 17.562361 | 17.562361
  penalty, ln sigma: -11.685766 | -11.685766
  penalty, ln ell, commutator form: 17.562361
search box: ell (0.2, 8.0) bohr, sigma (0.0002, 0.1) hartree
optimal ell = 0.7589 bohr = 0.4016 angstrom
optimal sigma = 0.001099 hartree = 29.91 meV
widths: ln ell 0.115, ln sigma 0.283
optimum slopes in ln ell: fit -24.4214, penalty 24.4214
optimum slopes in ln sigma: fit 10.0016, penalty -10.0016
residual sum of squares = 1.2081e-05 hartree^2
effective parameters g = 9.9984, n-g = 10.0016
sqrt(RSS/(n-g)) = 0.001099 hartree
plain RMS residual = 0.000777 hartree
y.K^-1.y = 23.2606, dL/d ln s = 3.2606
constant -n/2 ln(2 pi) = -18.3788
scan at optimal sigma: ell (bohr), fit, penalty, L, RMSE (hartree)
  0.1897 -1.508 51.317 31.431 0.001344
  0.3795 -2.205 77.183 56.599 0.000865
  0.7589 -11.630 100.153 70.144 0.000885
  1.5178 -99.226 112.822 -4.783 0.002020
  3.0356 -780.883 119.669 -679.592 0.006229
predicted well: r = 2.4745 bohr, E = -0.101349 hartree
\end{verbatim}
